\section*{Lambertian Ray Sampling for Monte Carlo View Factors of Diffuse Surfaces}

\section{The decision: which rays, and how many}

A heater faces a wafer across a vacuum gap, and the net heat it delivers to the wafer must be known. Between black surfaces this exchange is proportional to a view factor, which can be found by launching rays from the heater and counting those that reach the wafer. Two choices decide whether the count is usable: the distribution of the rays and their number. For the discs treated below, Lambertian rays give a view factor of 0.625 and a net black-body exchange of 144 W. Rays spread evenly over solid angle give 0.413, hence 95 W. More rays do not cure this error; they shrink the statistical error around the wrong value.

The correct rule is short. Draw $u=\sin^2\theta$ uniformly on $[0,1)$ and the azimuth $\phi$ uniformly on $[0,2\pi)$, independently of $u$. Draw the starting point uniformly over the emitting area, independently of the direction. The fraction of rays whose first hit is on surface 2 is then an unbiased estimate of $F_{12}$ for any number of rays. Uniform $\sin^2\theta$ alone is not sufficient: the conditions on azimuth and starting point are part of the result.

Here $\theta$ is the angle from the outward normal of surface 1, and $F_{12}$ is the fraction of the radiation leaving surface 1 that reaches surface 2 directly. The radiation leaving surface 1 is taken to be diffuse and uniform over its area, the medium between the surfaces is transparent, and rays obey geometric optics.

\section{From Lambert's law to two random numbers}

A diffuse surface has a radiance $L$ that does not depend on direction. An area $dA$ presents the projected area $\cos\theta\,dA$ to an observer at angle $\theta$, so it sends the power
\begin{equation}
dP=L\cos\theta\,dA\,d\Omega
\end{equation}
into the solid angle $d\Omega=\sin\theta\,d\theta\,d\phi$. The power per area into the whole hemisphere is
\begin{equation}
L\int_0^{2\pi}\!d\phi\int_0^{\pi/2}\!\cos\theta\sin\theta\,d\theta
=L\,(2\pi)\,\tfrac12=\pi L .
\end{equation}
Dividing the first expression by the second gives the probability density per solid angle,
\begin{equation}
p(\theta,\phi)=\frac{\cos\theta}{\pi}.
\end{equation}
Since $du=d(\sin^2\theta)=2\sin\theta\cos\theta\,d\theta$,
\begin{equation}
p\,d\Omega=\frac1\pi\cos\theta\sin\theta\,d\theta\,d\phi
=\frac{1}{2\pi}\,du\,d\phi .
\end{equation}
The right side is the product of a uniform density 1 for $u$ and a uniform density $1/(2\pi)$ for $\phi$. Read backwards, it is the sampling rule:
\begin{equation}
\sin\theta=\sqrt u,\qquad \cos\theta=\sqrt{1-u}.
\end{equation}

There is a geometric reading. The unit direction vector projects onto the surface plane at radius $\rho=\sin\theta$. Because $\rho\,d\rho=\tfrac12du$, the probability $du\,d\phi/(2\pi)$ equals $\rho\,d\rho\,d\phi/\pi$, which is a uniform density over the unit disc. A Lambertian direction is therefore a uniform point in the unit disc, lifted vertically to the hemisphere.

The same area argument fixes the starting points on a disc of radius $r_1$. The fraction of the area within radius $r$ is $r^2/r_1^2$. Setting this fraction equal to a uniform number $v$ gives $r=r_1\sqrt v$.

The angular rule was tested with $10^6$ directions sorted into 80 bins of $\theta$ and $\phi$, against bin probabilities integrated from Lambert's law. The chi-square was 65.8 for 79 degrees of freedom, where $79\pm13$ is expected. Isotropic directions gave $9\times10^5$ in the same test.

\section{Why the hit fraction is unbiased}

Seen from a point on surface 1, an element $dA_2$ at distance $s$, tilted by $\theta_2$ from the line of sight, fills the solid angle $d\Omega=\cos\theta_2\,dA_2/s^2$. Let $V=1$ if the line of sight is free and $V=0$ if it is blocked. Averaging the hit probability over uniform starting points gives
\begin{equation}
F_{12}=\frac1{A_1}\int_{A_1}\!dA_1\int_{A_2}\!dA_2\,
V\,\frac{\cos\theta_1\cos\theta_2}{\pi s^2}.
\label{eq:def}
\end{equation}
This is also the fraction of the emitted power that arrives, because the rays are distributed as the power is. The first-hit rule evaluates $V$ automatically.

Let $X_i=1$ if ray $i$ first hits surface 2, and $X_i=0$ otherwise. Then $\langle X_i\rangle=F_{12}$. Since $X_i^2=X_i$, the variance of one ray is $F_{12}-F_{12}^2$. For $\hat F=N^{-1}\sum_iX_i$ with independent rays,
\begin{align}
\langle\hat F\rangle&=\frac1N\,N F_{12}=F_{12},\\
\operatorname{Var}\hat F&=\frac1{N^2}\,N F_{12}(1-F_{12})
=\frac{F_{12}(1-F_{12})}{N}.
\label{eq:var}
\end{align}
The first line needs no large $N$. Unbiasedness does not carry over to nonlinear functions such as $1/\hat F$.

The true $F_{12}$ is unknown in practice, so the variance must be estimated from the count itself. Using $\langle\hat F^2\rangle=F_{12}^2+\operatorname{Var}\hat F$,
\begin{equation}
\langle\hat F(1-\hat F)\rangle
=F_{12}-F_{12}^2-\frac{F_{12}(1-F_{12})}{N}
=\frac{N-1}{N}\,F_{12}(1-F_{12}).
\end{equation}
Hence $\hat F(1-\hat F)/(N-1)$ is an unbiased estimate of the variance in Eq.~(\ref{eq:var}).

\section{Scheme}

For a general surface, let $\mathbf n$ be the unit normal at the starting point and $\mathbf t_1,\mathbf t_2$ two unit tangents perpendicular to each other. The direction is
\begin{equation}
\mathbf d=\sqrt u\,(\cos\phi\,\mathbf t_1+\sin\phi\,\mathbf t_2)
+\sqrt{1-u}\,\mathbf n .
\end{equation}

\begin{verbatim}
hits = 0
repeat N times:
    P   = point uniform over the area of surface 1
    u   = uniform number in [0,1)
    phi = 2*pi * (new uniform number in [0,1))
    d   = sqrt(u)*(cos(phi)*t1 + sin(phi)*t2)
          + sqrt(1-u)*n
    S   = first surface met by the ray from P along d
    if S is surface 2: hits = hits + 1
F     = hits / N
error = sqrt(F*(1-F) / (N-1))
\end{verbatim}

For two coaxial parallel discs with gap $h$, the search for the first surface reduces to one line. The ray climbs by $h$ while moving sideways by $h\tan\theta$, so it lands at
\begin{equation}
(x',y')=(x+h\tan\theta\cos\phi,\;y+h\tan\theta\sin\phi),
\end{equation}
and it is a hit if $x'^2+y'^2<r_2^2$.

Take $r_1=40$ mm, $r_2=50$ mm, $h=30$ mm and a ray from $(20,0)$ mm with $\phi=90^\circ$. For $u=0.5$, $\tan\theta=\sqrt{0.5/0.5}=1$. The ray lands at $(20,30)$ mm, at radius $\sqrt{400+900}=36.06$ mm, and hits. For $u=0.9$, $\tan\theta=\sqrt{0.9/0.1}=3$. It lands at $(20,90)$ mm, at radius 92.20 mm, and misses.

\section{An exact reference for coaxial discs}

A new implementation needs a case whose answer is known independently. Coaxial discs have one, obtained from the sphere that passes through both rims.

Consider two points on a sphere of radius $R$, joined by a chord of length $s$. The chord and the two radii form an isosceles triangle, so the chord makes the same angle with both inward normals, with cosine $s/(2R)$. The kernel of Eq.~(\ref{eq:def}) is then constant:
\begin{equation}
\frac{\cos\theta_1\cos\theta_2}{\pi s^2}
=\frac{1}{\pi s^2}\,\frac{s^2}{4R^2}=\frac1{4\pi R^2}.
\end{equation}

The two disc planes cut off two outer caps, one below disc 1 and one above disc 2. A line joining the caps crosses each plane inside the ball, hence inside the disc. Conversely, a line crossing both discs leaves the ball through the two caps. The caps and the discs thus exchange radiation along the same lines. The measure of these lines, $\cos\theta\,dA\,d\Omega$, is also the same, because for a fixed direction $\cos\theta\,dA$ is the cross-section of the parallel bundle, whichever surface it crosses. With cap areas $2\pi Rc_1$ and $2\pi Rc_2$, where $c_1,c_2$ are the cap heights,
\begin{equation}
\pi r_1^2F_{12}=\frac{(2\pi Rc_1)(2\pi Rc_2)}{4\pi R^2}=\pi c_1c_2,
\qquad F_{12}=\frac{c_1c_2}{r_1^2}.
\label{eq:cap}
\end{equation}
Let the sphere's centre lie at height $z_0$ above disc 1. Equal distance to both rims requires $r_1^2+z_0^2=r_2^2+(h-z_0)^2$, so
\begin{equation}
z_0=\frac{h^2+r_2^2-r_1^2}{2h},\quad R=\sqrt{r_1^2+z_0^2},\quad
c_1=R-z_0,\quad c_2=R-h+z_0 .
\end{equation}

In the example, $z_0=(900+2500-1600)/60=30$ mm, $R=50$ mm, $c_1=20$ mm and $c_2=50$ mm. Therefore $F_{12}=1000/1600=0.625$. Direct numerical integration of Eq.~(\ref{eq:def}) gives 0.625000.

For the limits, use $c_1=r_1^2/(R+z_0)$, which follows from $R^2-z_0^2=r_1^2$, and likewise $c_2=r_2^2/(R+h-z_0)$. Then
\begin{equation}
F_{12}=\frac{r_2^2}{(R+z_0)(R+h-z_0)} .
\end{equation}
For a distant target $z_0$ and $R$ both approach $h/2$, and $F_{12}\to r_2^2/h^2$. This is the solid angle $\pi r_2^2/h^2$ times the normal-direction density $1/\pi$. Isotropic rays have density $1/(2\pi)$ and give half as much, so their error reaches a factor of two in this limit. This last form also avoids the subtraction of nearly equal numbers that spoils $R-z_0$ at large gaps. At very small gaps with $r_2>r_1$ it suffers the same loss in $R+h-z_0$, and the form given next should be used.

For a small gap and $r_2>r_1$, Eq.~(\ref{eq:cap}) with $c_1=r_1^2/(R+z_0)$ becomes $F_{12}=1-h/(R+z_0)$. Since $z_0$ grows without limit as $h\to0$, $F_{12}\to1$: the larger disc catches everything.

\section{Accuracy and cost}

A relative standard error $\varepsilon$ requires, from Eq.~(\ref{eq:var}),
\begin{equation}
N=\frac{1-F_{12}}{F_{12}\,\varepsilon^2}.
\end{equation}
For $F_{12}=0.625$ the prefactor is $0.375/0.625=0.6$, so 1\% takes 6000 rays and 0.1\% takes 600\,000. Work grows in proportion to $N$. Storage need not grow, since a running count suffices.

The law was tested by dividing $2\times10^6$ rays into batches of size $N$ and measuring the standard deviation of the batch results:
\begin{center}
\begin{tabular}{rcc}
$N$ & measured & predicted\\
100 & 0.0487 & 0.0484\\
1000 & 0.0154 & 0.0153\\
10000 & 0.0050 & 0.0048
\end{tabular}
\end{center}
All rays together gave $0.62462\pm0.00034$, which is 1.1 standard errors below the exact value.

Small view factors are expensive: $N\approx1/(F_{12}\varepsilon^2)$, or about $10^6$ rays for 1\% at $F_{12}=0.01$. Reciprocity can help. The kernel in Eq.~(\ref{eq:def}) is symmetric in the two surfaces, so
\begin{equation}
A_1F_{12}=A_2F_{21}.
\end{equation}
Here $F_{21}=0.625\times1600/2500=0.4$, and $10^6$ reverse rays gave 0.3996. Launching from the wafer has the prefactor $0.6/0.4=1.5$ instead of 0.6. For equal relative error, launching from the smaller disc saves a factor of 2.5 in rays. Separate estimates of $F_{12}$ and $F_{21}$ satisfy reciprocity only within their noise. If an energy balance needs it to hold, estimate one and compute the other.

\section{Stability and failure modes}

\textbf{Uniform $\cos\theta$.} This produces isotropic directions. Lambert's density divided by the isotropic one is $2\cos\theta$, so isotropic sampling sends too many rays beyond $60^\circ$. The count converges to 0.413, which is 34\% low for these discs.

\textbf{Uniform starting radius.} Taking $r=r_1v$ places too many points near the centre. The count converges to 0.663, which is 6\% high. The sign follows from the kernel $h^2/(\pi s^4)$, which falls with distance. Moving the starting point away from the axis exchanges a near crescent of the wafer for an equal, more distant one, so outer points see less of it.

\textbf{Shared random numbers.} Reusing $u$ to make $\phi$ leaves each distribution uniform but destroys their independence, and the density is no longer $\cos\theta/\pi$. The coaxial reference case cannot reveal this fault: its starting points are symmetric about the axis, so the expected count does not depend on how $\phi$ is chosen, as long as $\phi$ stays independent of the starting point. Sorting the directions into bins of both $\theta$ and $\phi$ reveals a direct reuse such as $\phi=2\pi u$. Reusing the azimuth of the starting point as $\phi$ is the opposite case: the directions pass the angular test, but every ray moves away from the axis and the count falls to about 0.36.

\textbf{Ignored obstacles.} Testing whether a ray reaches surface 2, without asking what it meets first, sets $V=1$ everywhere. With an opaque disc of radius 15 mm placed midway across the gap, first-hit counting gave 0.505, in agreement with integration of Eq.~(\ref{eq:def}) including $V$. The unobstructed value would be 24\% too high.

\textbf{No hits.} If no ray arrives, the error formula returns zero, which is not a real uncertainty. The chance of no hits is $(1-F_{12})^N\le e^{-NF_{12}}$. It is below 5\% when $F_{12}\ge3/N$, so $3/N$ serves as an upper limit at 95\% confidence.

\textbf{Rounding.} The value $u=1$ gives a ray parallel to the surface and a division by zero in $\tan\theta$, so the interval must exclude it. Rounding can also place a starting point slightly behind its own surface. On a plane emitter, the emitter can be skipped in the search. On a concave one, genuine self-hits must be kept, so a small minimum distance is used instead.

\section{The heater and wafer in numbers}

Let the heater be at 1100 K and the wafer at 900 K. The heater's front area is 50.27 cm$^2$, and as a black body it emits $A_1\sigma T_1^4=417.3$ W, where $\sigma$ is the Stefan--Boltzmann constant. Of this, $0.625\times417.3=260.8$ W reaches the wafer. The wafer returns $A_2F_{21}\sigma T_2^4=116.9$ W, so the net exchange is
\begin{equation}
A_1F_{12}\,\sigma(T_1^4-T_2^4)=260.8-116.9=143.9\ \text{W}.
\end{equation}
The relative error of this power equals that of $\hat F$, so its standard error is about 1.4 W for 6000 rays and 0.08 W for two million.

These parameters are rough values for a substrate heater and a 100 mm wafer in a vacuum deposition chamber. The two temperatures are prescribed, not found from a heat balance. A black wafer at 900 K emits 584 W from its two faces, more than the 261 W it receives here, so in a cold, absorbing chamber it would cool. Holding it at 900 K requires reflecting surroundings or further heat. A uniform heater disc heats the wafer rim less than the centre, strongly so when it is narrower than the wafer: here the rim receives about 0.3 of the central irradiance. Real surfaces are not black. For grey diffuse surfaces with emissivities $\epsilon_1,\epsilon_2$, the first crossing delivers the fraction $\epsilon_1F_{12}\epsilon_2$ of the black emission. Each further round trip multiplies it by $(1-\epsilon_2)F_{21}(1-\epsilon_1)F_{12}$. If reflected light leaves each disc uniformly, the geometric series gives, relative to the black exchange,
\begin{equation}
\frac{\epsilon_1\epsilon_2}{1-(1-\epsilon_1)(1-\epsilon_2)F_{12}F_{21}}
=\frac{0.778\times0.7}{1-0.222\times0.3\times0.25}=0.554 .
\end{equation}
The net exchange falls by 45\%, to about 80 W. Following rays through the reflections gave 0.5554 against the formula's 0.5539. The difference of 0.3\% contains sampling noise of roughly 0.1\%; a radially resolved radiosity solution gives 0.5551, so the systematic part is about 0.2\%. The formula's only approximation is that reflected light leaves each disc uniformly, which the followed rays do not assume. Both treat reflection as diffuse. A polished wafer or a smooth heater reflects specularly, so for such surfaces the 45\% is only indicative.

Other neglected effects, each taken alone with black discs unless stated, compare as follows.
\begin{itemize}
\item The chamber was assumed to absorb every ray that misses. A side wall that reflects everything diffusely, treated as one surface at a uniform level, would raise the net exchange by 43\%.
\item A heater edge 50 K cooler than the centre, with a parabolic profile, lowers the heater-to-wafer power by 8\%. That is 21 W, or 15\% of the net exchange at fixed wafer temperature.
\item A smooth dielectric heater of refractive index 2.5, whose hemispherical emissivity is the 0.778 used above, does not emit by Lambert's law. Its view factor is 0.649, or 4\% higher. The same rays can be kept if each hit is weighted by the emissivity at its angle divided by the hemispherical value.
\item Nitrogen at $10^{-5}$ Torr and 300 K, in free-molecular flow with full exchange of translational and rotational energy at the surfaces, would carry about 1.6 mW if every molecule leaving the heater reached the wafer. Molecules re-emitted diffusely follow the same cosine law as the rays, so only the fraction $F_{12}$ arrives. This leaves about 1 mW, less than $10^{-5}$ of the net exchange. Molecular vibration, left out here, would add about 14\% to the gas heat and does not change this conclusion.
\item The peak thermal wavelength at 1100 K is 2.6 $\mu$m, about $10^{-4}$ of the gap, which supports the use of geometric optics.
\end{itemize}

These sizes settle the number of rays. With 6000 Lambertian rays the statistical error is 1\%, already well below the uncertainty from emissivities, walls and temperature profile. For this heater, further effort belongs in those inputs. Larger ray counts pay off when the view factor is small, or when small differences between designs must be resolved. The numerical output below lists the values to more digits.

\section*{Computed values}
\begin{verbatim}
heater radius, wafer radius, gap: 40, 50, 30 mm
heater and wafer temperature: 1100, 900 K
rim sphere radius: 50.000 mm
cap heights 1, 2: 20.000, 50.000 mm
F12 from caps: 0.625000; from double integral: 0.625000
F21 from caps: 0.400000; from reverse rays: 0.39961
ray from (20,0) mm, u=0.5, phi=90 deg: theta=45.00 deg
  lands at (20.00,30.00) mm, radius 36.06 mm, hit: True
ray from (20,0) mm, u=0.9, phi=90 deg: theta=71.57 deg
  lands at (20.00,90.00) mm, radius 92.20 mm, hit: False
angular test, rays: 1000000, bins: 80
chi-square Lambert: 65.8, isotropic: 9.14e+05 (degrees of freedom 79)
mean cosine: rays 0.66689, Lambert law 0.66667
F12 from 2000000 rays: 0.62462 +- 0.00034
N=100: first batch F=0.5800, scatter measured 0.04865, predicted 0.04841
N=1000: first batch F=0.6130, scatter measured 0.01539, predicted 0.01531
N=10000: first batch F=0.6234, scatter measured 0.00495, predicted 0.00484
rays for 1 % relative error: 6000
rays for 0.1 % relative error: 600000
uniform cosine (wrong): rays 0.41256, integral 0.41287
uniform start radius (wrong): rays 0.66293, integral 0.66293
blocking disc radius: 15 mm, height 15 mm
blocked F12: rays 0.5046, integral 0.5052
heater front area: 50.27 cm2
black heater emission: 417.3 W
heater to wafer: 260.8 W; wafer to heater: 116.9 W
net black exchange: 143.9 W
ray-count standard error of net: 0.08 W
dielectric index: 2.5; hemispherical emissivity: 0.7781
F12 with dielectric angular law: 0.64912, change 3.86 %
wafer emissivity: 0.7
grey/black exchange ratio: rays 0.5554, formula 0.5539
net grey exchange (formula): 79.7 W
reflecting side wall, black discs: net change +42.9 %
heater edge drop: 50 K; emission-weighted F12: 0.62867
  change of heater-to-wafer power: -8.15 %
nitrogen pressure: 1e-05 Torr at 300 K; gas heat: 1.60 mW
gas heat / net black exchange: 1.1e-05
peak wavelength at heater temperature: 2.63 um
peak wavelength / gap: 8.8e-05
\end{verbatim}
